How a scavenging electrode sets the neutral oxygen-vacancy formation energy, part 1

(Sections cited here and not found follow in the second part.)

## From the vacancy to the metal and its oxide

In one type of resistive memory cell, a thin oxide film lies between two electrodes. One electrode may be a metal that hardly reacts with oxygen, the other a metal that oxidises readily. The cell switches by making and removing conducting regions rich in oxygen vacancies, so the cost of a vacancy matters. When the reactive electrode is present, this cost can be lower by several electronvolts, even for a vacancy deep inside the film, many atomic distances from the metal. The atoms around such a vacancy are the same as before. What has changed is the place to which the missing oxygen atom has gone.

To make this precise, consider a host oxide with N equivalent oxygen sites, held at temperature T and fixed external pressure. Removing one neutral oxygen atom, with all its electrons, leaves a neutral vacancy. Let

g_v = G(host with one vacancy at a given site) − G(perfect host).

Here G is the Gibbs free energy. The quantity g_v contains the broken bonds, the relaxation of the neighbouring atoms and the change in lattice vibrations. It does not contain the entropy of choosing the site, which is counted separately. It also leaves out the removed atom, so it is only part of the cost. No electron is exchanged with an electron reservoir, and for this reason no Fermi level appears.

The removed atom enters a reservoir, which for the moment can be anything that takes up oxygen. Let G_R(N_O) be the free energy of the reservoir when it holds N_O oxygen atoms. Its oxygen chemical potential is the slope

μ_O = ∂G_R/∂N_O.

If the reservoir is so large that n additional atoms do not change this slope, then

G_R(N_O + n) = G_R(N_O) + n μ_O.

Suppose further that the vacancies are dilute and do not interact. A given arrangement of n vacancies then costs n g_v in the host and n μ_O in the reservoir. The total is n E_f, with

E_f = g_v + μ_O.

This is the vacancy formation free energy. The plus sign in front of μ_O follows from the bookkeeping: the host loses an atom and the reservoir gains it. A reservoir that binds oxygen strongly has a very negative μ_O and makes vacancies cheap.

The vacancy concentration follows by counting arrangements. There are C(N,n) = N!/[n!(N−n)!] ways of placing n vacancies on N sites, and each has the Boltzmann weight xⁿ, where x = exp(−E_f/kT) and k is the Boltzmann constant. By the binomial theorem the sum of all weights is

Z = Σₙ C(N,n) xⁿ = (1 + x)ᴺ.

Differentiating xⁿ with respect to x and multiplying by x brings down a factor n. The mean number of vacancies is therefore

⟨n⟩ = (x/Z) dZ/dx = N x/(1 + x).

With the vacant site fraction c = ⟨n⟩/N, we have 1 − c = 1/(1 + x), and hence

c/(1 − c) = x = exp(−E_f/kT).

No large-number approximation for n was needed. The formula remains meaningful when the mean number of vacancies in the film is far below one; it then gives the probability of finding a given site vacant. For small c the left side is nearly c itself.

Energies need a zero, and the choice must not affect E_f. Suppose that an energy ε is subtracted for each oxygen atom in every phase, so that G is replaced by G − εN_O. The defective host has one oxygen atom fewer than the perfect host, so g_v becomes g_v + ε. The slope μ_O becomes μ_O − ε. Their sum is unchanged. Neither g_v nor μ_O has a physical meaning separately until the zero is stated, but E_f does.

Now let the reservoir be the electrode. It contains N_M metal atoms and N_O oxygen atoms, which can form the pure metal M and several oxides. Oxide number i has the formula M_aᵢO_bᵢ, with aᵢ metal and bᵢ oxygen atoms, and free energy gᵢ per formula unit. The metal has free energy g_M per atom. I first treat the metal as free of dissolved oxygen and each oxide as having a fixed composition. Surface, interface and strain energies are neglected, which requires the phases to be thick enough to behave as bulk.

Let x_M be the number of atoms in the metal phase and xᵢ the number of formula units of oxide i. Then

G_R = x_M g_M + Σᵢ xᵢ gᵢ,
N_M = x_M + Σᵢ aᵢ xᵢ,
N_O = Σᵢ bᵢ xᵢ.

The second line gives x_M = N_M − Σᵢ aᵢxᵢ. Inserting this in the first line yields

G_R = N_M g_M + Σᵢ xᵢ (gᵢ − aᵢ g_M).

It is convenient to count oxygen atoms in place of formula units. Let yᵢ = bᵢxᵢ be the number of oxygen atoms stored in oxide i, and let

rᵢ = (gᵢ − aᵢ g_M)/bᵢ.

This is the free energy of binding one oxygen atom in oxide i when the metal needed is taken from the metal phase. The electrode energy becomes

G_R = N_M g_M + Σᵢ yᵢ rᵢ, with Σᵢ yᵢ = N_O and all yᵢ ≥ 0.

Let r_min be the smallest of the rᵢ. Since each rᵢ is at least r_min,

G_R ≥ N_M g_M + r_min Σᵢ yᵢ = N_M g_M + N_O r_min.

Equality is reached by storing all the oxygen in the oxide with the smallest rᵢ. This is possible as long as there is enough metal, that is, as long as N_M ≥ (a/b)N_O, where a and b now belong to that oxide. While metal remains, the equilibrium energy is a straight line in N_O, and its slope is

μ_O = minᵢ [gᵢ − aᵢ g_M]/bᵢ.

The slope does not depend on how much oxide is present. Adding oxygen converts more metal into oxide, but each added atom finds the same two phases and gains the same energy. This is what it means for the metal and its oxide to buffer the oxygen chemical potential. If two oxides tie for the minimum, both can be present and μ_O is still the same.

The rule also selects the oxide. The relevant one has the lowest free energy per oxygen atom, measured from the metal. It need not have the lowest free energy per formula unit, nor contain the most oxygen. An oxide with a larger rᵢ would lower the total energy by handing its oxygen over to metal that forms the selected oxide. It can persist beside the metal only if that reaction is too slow, and then the electrode is not in equilibrium.

Writing g_ox for the free energy of the selected oxide M_aO_b, the vacancy formation free energy beside the scavenging electrode is

E_f(M) = g_v + (g_ox − a g_M)/b.

Inserting the definition of g_v shows which reaction this describes:

E_f(M) = G(host with vacancy) + (1/b) g_ox − G(perfect host) − (a/b) g_M.

Terms with a plus sign are products and terms with a minus sign are reactants. The reaction is therefore

O(host) + (a/b) M → vacancy + (1/b) M_aO_b.

Oxygen moves from one solid to another. No oxygen molecule takes part, and none has to form along the way. The result is a difference between equilibrium states and says nothing about the barrier for an oxygen atom to move, so E_f must not be used as a migration energy.

The same result can be written in terms of tabulated or computed formation energies. Let μ_O° be half the chemical potential of O₂ gas at temperature T and standard pressure p°. The standard formation free energy of the oxide from metal and gas is

Δg_ox = g_ox − a g_M − b μ_O°.

Dividing by b and solving for the combination that occurs in E_f(M) gives (g_ox − a g_M)/b = μ_O° + Δg_ox/b, and so

E_f(M) = [g_v + μ_O°] + Δg_ox/b.

The bracket is the formation energy in oxygen gas at standard pressure. The second term, negative for an oxide that is stable under those conditions, is the gain from scavenging. Both terms refer to O₂, but with opposite signs. If a calculation places the energy of O₂ too high by δ per oxygen atom, the bracket is too high by δ and Δg_ox/b is too low by δ. The error cancels when both terms use the same gas energy. It does not cancel if a computed vacancy energy is combined with a formation energy from a different source. Errors in the solids do not cancel in general: an error δ in g_ox enters E_f as δ/b, and an error δ in g_M as −aδ/b.

To say how much the electrode changes the cost, a comparison state is needed. Take an inert electrode that forms no oxide, and let the film be in equilibrium with O₂ gas at pressure p. Since a molecule can be formed from two oxygen atoms, equilibrium requires 2μ_O = μ(O₂). For an ideal gas of n molecules, with one-molecule partition function q, the free energy is

F(n) = −kT ln(qⁿ/n!).

Adding one molecule at fixed volume changes it by

F(n+1) − F(n) = −kT ln[q/(n+1)] ≈ −kT ln(q/n),

where the last step uses n ≫ 1. At fixed temperature q is proportional to the volume V, and the ideal-gas law gives n/V = p/kT. Hence q/n is proportional to 1/p, and comparing the pressures p and p° gives μ(O₂,p) = μ(O₂,p°) + kT ln(p/p°). Half of this is

μ_O = μ_O° + ½ kT ln(p/p°).

The factor ½ is there because a molecule holds two atoms. The formation free energy with the inert electrode is

E_f(inert) = g_v + μ_O° + ½ kT ln(p/p°).

Subtracting it from E_f(M) removes g_v:

ΔE_f = (g_ox − a g_M)/b − μ_O° − ½ kT ln(p/p°).

In this model the change is thus a property of the electrode and the gas alone. It is the same for every host oxide and every kind of oxygen site, as long as the host survives and the vacancy is far enough from the interface for g_v to be unchanged. Close to the metal, strain and electronic screening can alter g_v itself, and that is a separate effect.

The comparison also requires the metal to be protected from the gas. In an open vessel, if p is above the oxygen pressure at which metal and oxide coexist, the metal would go on oxidising until none was left. The buffered value applies to a sealed cell, or to one in which oxygen enters slowly compared with its exchange between film and electrode.

The buffered electrode can be assigned an equivalent oxygen pressure p_eq, the pressure of gas that would have the same μ_O. Setting μ_O° + ½ kT ln(p_eq/p°) equal to the buffered μ_O and solving gives

p_eq = p° exp[2(μ_O − μ_O°)/kT].

In terms of this pressure, ΔE_f = ½ kT ln(p_eq/p), so the ratio c/(1 − c) grows by the factor (p/p_eq)^½ when the inert electrode is replaced by the scavenging one.

The two electrodes also differ in how E_f varies with temperature. With the inert electrode, making a vacancy releases half a gas molecule, whose entropy lowers E_f as T rises. With the scavenging electrode the oxygen goes into a solid, and the gas entropy is absent. What remains are the entropy differences between solids, contained in g_v, g_ox and g_M.

A metal coexisting with its oxide fixes the oxygen chemical potential, and with it the cost of a neutral vacancy in the film, whatever the amount of oxide present. What remains is to work through a numerical case and to see what happens when the metal is used up, the host itself is reduced, or the metal dissolves oxygen.
